\section*{Acoustic-Phonon Mobility and Effective Field in an Inversion Layer}

\section*{Problem}

Electrons are held against a semiconductor surface by a field of magnitude $F$. The semiconductor fills $z>0$, the wall at $z=0$ is impenetrable, and the potential energy is $eFz$ with $e>0$. The electrons occupy the lowest subband, with mass $m_z$ along $z$ and isotropic mass $m$ in the plane. They scatter from bulk longitudinal acoustic phonons through an unscreened deformation potential $D$. The crystal has density $\rho$ and sound speed $v$.

\begin{enumerate}
\item How does the mobility depend on the thickness of the channel, and which thickness is meant?
\item How does it depend on $F$ at fixed temperature?
\item Evaluate it for $m_z=0.9\,m_e$, $m=0.2\,m_e$, $D=10$ eV, $\rho=2300$ kg/m$^3$, $v=9000$ m/s, $T=100$ K and $F=20$, $50$ and $100$ MV/m. These are round model parameters.
\item What changes when the electrons' own charge bends the well, when phonon energies are not negligible, and when higher subbands are occupied?
\end{enumerate}

Roughness, impurities, optical phonons and scattering between valleys are left out.

\section*{Solution}

\subsection*{A first estimate of the width}

Confinement to a width $w$ costs kinetic energy of order $\hbar^2/(2m_zw^2)$, and the field adds about $eFw$. The sum is smallest when
\begin{equation}
-\frac{\hbar^2}{m_zw^3}+eF=0,\qquad
w=\left(\frac{\hbar^2}{m_zeF}\right)^{1/3}.
\end{equation}
A stronger field narrows the channel, but slowly, because the kinetic cost rises steeply. To see what this does to the mobility we need the scattering rate.

\subsection*{The scattering rate}

The interaction is $D\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the lattice displacement. A longitudinal mode of wavevector $\mathbf Q=(\mathbf q,q_z)$ and frequency $\omega=vQ$ has displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$ in a crystal of volume $V=AL$. The divergence supplies a factor of magnitude $Q$. With the subband function $\psi(z)$, taken real, the squared matrix element is
\begin{equation}
|M|^2=\frac{D^2\hbar Q^2}{2\rho V\omega}
\left\{\begin{matrix}N\\N+1\end{matrix}\right\}|I(q_z)|^2,
\qquad
I(q_z)=\int_0^\infty\psi^2e^{iq_zz}\,dz ,
\end{equation}
with $N$ for absorption and $N+1$ for emission. In-plane momentum is conserved, so $\mathbf q$ is fixed by the initial and final electron states. Momentum along $z$ is not conserved, since the well breaks translation symmetry, and every $q_z$ contributes.

Let the phonon energies be small compared with $k_BT$. Then $N\simeq N+1\simeq k_BT/(\hbar\omega)$, and each process gives
\begin{equation}
\frac{D^2\hbar Q^2}{2\rho V\omega}\,\frac{k_BT}{\hbar\omega}
=\frac{D^2k_BT}{2\rho Vv^2}.
\end{equation}
The wavevector has dropped out. Absorption and emission add to $D^2k_BT/(\rho Vv^2)$. Neglecting the phonon energy in energy conservation as well, the golden rule reads
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\rho ALv^2}
\sum_{q_z}|I(q_z)|^2\sum_{\mathbf k'}\delta(E_{\mathbf k'}-E_{\mathbf k}).
\end{equation}

The sum over $q_z$ becomes $L\int dq_z/(2\pi)$, and
\begin{align}
\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}|I(q_z)|^2
&=\iint\psi^2(z)\psi^2(z')
\left[\int\frac{dq_z}{2\pi}e^{iq_z(z-z')}\right]dz\,dz'\nonumber\\
&=\int_0^\infty\psi^4\,dz\equiv\frac1W ,
\end{align}
because the bracket is $\delta(z-z')$. This defines the effective thickness $W$. For a density spread evenly over a slab of width $d$, $\psi^2=1/d$ and $W=d$, which justifies the name.

Scattering preserves spin and valley, so the final states are counted for one spin and one valley:
\begin{equation}
\sum_{\mathbf k'}\delta(E_{\mathbf k'}-E)
=\frac{A}{(2\pi)^2}\int_0^\infty2\pi k'\,dk'\,
\delta\!\left(\frac{\hbar^2k'^2}{2m}-E\right)
=\frac{Am}{2\pi\hbar^2}.
\end{equation}
Here $k'\,dk'=m\,dE'/\hbar^2$ was used. Collecting the factors, $A$ and $L$ cancel and
\begin{equation}
\frac1\tau=\frac{mD^2k_BT}{\hbar^3\rho v^2W}.
\label{rate}
\end{equation}

The reason for $1/W$ can also be put in real space. At equipartition every mode contributes the same mean square dilation, $k_BT/(\rho Vv^2)$. A sum of equal weights over all $\mathbf Q$ is a delta function in position, so the dilations at different places are uncorrelated. An electron feels their average over its profile, and averaging over a thicker layer leaves a smaller fluctuation.

\subsection*{From the rate to the mobility}

Momentum relaxation weights each collision by $1-\cos\theta$, where $\theta$ is the in-plane scattering angle. The rate does not depend on $\theta$, so the cosine averages to zero and (\ref{rate}) is also the momentum relaxation rate. Pauli exclusion does not alter this: for elastic collisions the net flow between two states is proportional to $f(1-f')-f'(1-f)=f-f'$.

Since $\tau$ does not depend on energy, the total momentum obeys a simple balance. For $n$ electrons per area in an in-plane field $\mathcal E$, the force density $-en\mathcal E$ equals the loss $nmu/\tau$, where $u$ is the drift velocity. Thus $|u/\mathcal E|=e\tau/m$ and
\begin{equation}
\mu=\frac{e\tau}{m}
=\frac{e\hbar^3\rho v^2}{m^2D^2k_BT}\,W .
\label{mob}
\end{equation}
This answers the first question: $\mu\propto W$, for a degenerate or nondegenerate gas in the lowest subband, provided the coupling stays unscreened and the phonon energies stay small compared with $k_BT$ (the transfer along $z$ is of order $1/W$, and in a degenerate gas the in-plane transfer reaches $2k_F$, so both $\hbar v/W$ and $2\hbar vk_F$ must be well below $k_BT$). Screening would make the coupling depend on $q$ and on the electron density, and $\tau$ would then depend on energy.

\subsection*{The triangular well}

Define the length
\begin{equation}
\ell=\left(\frac{\hbar^2}{2m_zeF}\right)^{1/3},
\qquad\text{so that}\qquad
\frac{\hbar^2}{2m_z\ell^2}=eF\ell .
\end{equation}
With $z=\ell s$ and $E=a\,eF\ell$, the Schr\"odinger equation loses all its parameters:
\begin{equation}
-\frac{d^2\psi}{ds^2}+s\psi=a\psi .
\end{equation}
The solution that decays at large $s$ is $\mathrm{Ai}(s-a)$. The wall requires $\mathrm{Ai}(-a)=0$, and the lowest root is $a_1=2.33811$.

For the normalization, $\mathrm{Ai}''(x)=x\,\mathrm{Ai}(x)$ gives
\begin{equation}
\frac{d}{dx}\left[x\,\mathrm{Ai}^2-\mathrm{Ai}'^2\right]
=\mathrm{Ai}^2+2x\,\mathrm{Ai}\,\mathrm{Ai}'-2\,\mathrm{Ai}'\mathrm{Ai}''
=\mathrm{Ai}^2 .
\end{equation}
Integration from $-a_1$ to infinity yields $\mathrm{Ai}'(-a_1)^2$. Hence $\psi^2=\mathrm{Ai}^2(s-a_1)/[\ell\,\mathrm{Ai}'(-a_1)^2]$, and since $dz=\ell\,ds$,
\begin{equation}
W=c\,\ell,\qquad
c=\frac{\mathrm{Ai}'(-a_1)^4}{\int_0^\infty\mathrm{Ai}^4(s-a_1)\,ds}=2.3956 .
\end{equation}
Inserting this in (\ref{mob}),
\begin{equation}
\mu=\frac{c\,e\hbar^3\rho v^2}{m^2D^2k_BT}
\left(\frac{\hbar^2}{2m_zeF}\right)^{1/3}\propto F^{-1/3}.
\label{result}
\end{equation}

Another measure of thickness would give the same exponent. Take the mean distance from the wall. Stretching the state by a factor $\lambda$ leaves the wall condition intact and changes the energy to $K/\lambda^2+\lambda U$, where $K$ is the mean kinetic energy and $U=eF\langle z\rangle$. This is stationary at $\lambda=1$, so $K=U/2$. The total energy is then $\tfrac32eF\langle z\rangle=a_1eF\ell$, or $\langle z\rangle=\tfrac23a_1\ell$. The prefactor of the mobility, however, needs $W$.

\subsection*{Numbers}

At $50$ MV/m, $\ell=0.9460$ nm and
\[
W=2.3956\times0.9460\ \text{nm}=2.266\ \text{nm}.
\]
The first estimate gives $w=2^{1/3}\ell=1.19$ nm: it has the right dependence on $F$ but about half the value of $W$. With $k_BT=8.617$ meV $=1.381\times10^{-21}$ J, (\ref{rate}) gives, in SI units,
\[
\frac1\tau=\frac{(1.822\times10^{-31})(1.602\times10^{-18})^2(1.381\times10^{-21})}
{(1.0546\times10^{-34})^3(2300)(9000)^2(2.266\times10^{-9})}
=1.30\times10^{12}\ \text{s}^{-1}.
\]
So $\tau=0.767$ ps, and
\[
\mu=\frac{(1.602\times10^{-19})(0.767\times10^{-12})}{1.822\times10^{-31}}
=0.674\ \text{m}^2/(\text{V\,s})=6740\ \text{cm}^2/(\text{V\,s}).
\]

\begin{center}
\begin{tabular}{ccc}
\hline
$F$ (MV/m) & $W$ (nm) & $\mu$ (m$^2$/(V\,s))\\
\hline
20 & 3.076 & 0.915\\
50 & 2.266 & 0.674\\
100 & 1.799 & 0.535\\
\hline
\end{tabular}
\end{center}

In this elastic approximation a fivefold field lowers the mobility by a factor $5^{1/3}=1.71$. Thicknesses found by diagonalizing the well on a fixed grid agree with the table and give the exponent $-0.3333$.

The second subband lies $(4.08795-2.33811)\,eF\ell=82.8$ meV above the first at $50$ MV/m, or $9.6\,k_BT$, so it is nearly empty as long as the Fermi level lies many $k_BT$ below it, as in a nondegenerate gas. The collision broadening $\hbar/\tau=0.86$ meV is about a tenth of $k_BT$ and a hundredth of this spacing, so well-defined states with separate collisions are a reasonable picture.

\subsection*{Phonon energies}

The rate (\ref{rate}) neglects the energy exchanged with the lattice. To measure the error, restore it and consider a nondegenerate gas with a small drift velocity $u$ along $x$. Its distribution is $f=f_0(1+\hbar k_xu/k_BT)$, with $f_0$ Maxwellian. Let $S_{\mathbf k\mathbf k'}$ be the scattering rate from $\mathbf k$ to $\mathbf k'$. The equilibrium part loses no momentum, so
\begin{equation}
\frac{dP}{dt}=\frac{u}{k_BT}\sum_{\mathbf k\mathbf k'}
f_0(\mathbf k)S_{\mathbf k\mathbf k'}\,\hbar k_x\,\hbar(k_x'-k_x).
\end{equation}
Detailed balance makes $f_0(\mathbf k)S_{\mathbf k\mathbf k'}$ symmetric. Averaging the sum with its copy in which $\mathbf k$ and $\mathbf k'$ are exchanged, and dividing by $-P=-mu\sum f_0$, gives
\begin{equation}
\frac1{\tau_b}=\frac{\sum_{\mathbf k\mathbf k'}f_0(\mathbf k)S_{\mathbf k\mathbf k'}\hbar^2(k_x-k_x')^2}
{2mk_BT\sum_{\mathbf k}f_0(\mathbf k)} .
\end{equation}
For elastic isotropic scattering the cross term vanishes, $\hbar^2k_x^2$ and $\hbar^2k_x'^2$ each average to $mk_BT$, and $1/\tau_b$ reduces to $1/\tau$.

With the full phonon occupation and the phonon energy kept in the delta function, the sum at $50$ MV/m gives $0.917$ of the rate (\ref{rate}) at $100$ K and $0.986$ at $300$ K. When the sound speed is reduced to $0.03$ of its value, the ratio at $100$ K is $0.9999$, which checks the steps leading from the matrix element to (\ref{rate}); the matrix element itself is common to both calculations. In this drifted-gas measure the elastic formula therefore overestimates the rate by about $9\%$ of the inelastic value at $100$ K. The correction grows with $\hbar v/(\ell k_BT)$, and so with $F$: a narrower channel involves phonons of larger $q_z$ and higher energy. The drifted Maxwellian also gives only a lower bound on the mobility. When the linearized Boltzmann equation is solved with the energy dependence of the distribution left free, the mobilities at $100$ K lie about $8.5\%$, $14\%$ and $21\%$ above the table at $20$, $50$ and $100$ MV/m. The mean exponent over this range is then about $-0.27$ instead of $-1/3$. At $300$ K and $50$ MV/m the same correction to the one-subband mobility is only about $2\%$.

\subsection*{The effective field of a charged layer}

In an inversion layer the field is not uniform. Let $N_{\rm dep}$ be the depletion charge per area divided by $e$, taken to lie beyond the channel, $N_s$ the electron density per area and $\varepsilon$ the permittivity. In the Hartree approximation, without an image potential, Gauss's law gives
\begin{equation}
F(z)=\frac e\varepsilon\left[N_{\rm dep}+N_sG(z)\right],\qquad
G(z)=\int_z^\infty\psi^2\,dz' .
\end{equation}
Since $\psi^2=-G'$, the average of $G$ over the electrons is $-\int_0^\infty GG'\,dz=\tfrac12$. The mean field is
\begin{equation}
F_{\rm eff}=\frac e\varepsilon\left(N_{\rm dep}+\tfrac12N_s\right).
\end{equation}
It is also the field whose force the wall must balance. Multiply the Schr\"odinger equation by $\psi'$ and integrate over $z$. The kinetic term gives $\hbar^2\psi'(0)^2/(4m_z)$, the potential term gives $-\tfrac12\int V'\psi^2dz=-\tfrac12eF_{\rm eff}$, and the energy term vanishes. Therefore
\begin{equation}
\frac{\hbar^2\psi'(0)^2}{2m_z}=eF_{\rm eff}.
\end{equation}
The self-consistent solutions satisfy this to within $0.3\%$.

Now write $r=N_s/N_{\rm dep}$ and measure lengths in $\ell(F_{\rm eff})$. The slope of the scaled potential is
\begin{equation}
\frac{F(z)}{F_{\rm eff}}=\frac{1+rG}{1+r/2},
\end{equation}
which contains $r$ but not $F_{\rm eff}$. So $W=c_r\,\ell(F_{\rm eff})$, and at fixed $r$ the thickness keeps the exponent $-1/3$ within the Hartree model. The triangular well is the case $r=0$. For $r=1$, which at $50$ MV/m and relative permittivity $12$ means $N_s=N_{\rm dep}=2.2\times10^{16}$ m$^{-2}$, the thickness is $1.053$ times the triangular value; for $r=10$ it is $1.173$ times.

The mobility follows this thickness only while the coupling is unscreened. For one valley at low temperature the screening wavevector is $me^2/(2\pi\varepsilon\hbar^2)=6.3\times10^8$ m$^{-1}$, comparable with $2k_F=2\sqrt{2\pi N_s}=7.5\times10^8$ m$^{-1}$ in the $r=1$ example. Screening is then not small, and its effect changes with $N_s$. The exponents in this section therefore describe the thickness, and the mobility only in the unscreened model.

If instead $N_{\rm dep}$ is fixed and $N_s$ grows, $r$ changes along the way. Going from $r=1$ at $20$ MV/m to $r=10$ at $80$ MV/m keeps $N_{\rm dep}$ constant, because $20/1.5=80/6$. The mean exponent between these points is
\[
-\frac13+\frac{\ln(1.1726/1.0533)}{\ln4}=-0.256 .
\]
The law in $F_{\rm eff}$ is then an approximation, with a visibly weaker slope. These solutions place all electrons in the lowest subband. At $r=10$ and $80$ MV/m, $N_s=8.8\times10^{16}$ m$^{-2}$, and for one valley the Fermi energy $\pi\hbar^2N_s/m\approx106$ meV exceeds the subband spacing, which is about $58$ meV in the self-consistent well, against $113$ meV in the triangular well at that field. The second subband would then be occupied, so the $r=10$ figures and the exponent illustrate the one-subband model and do not describe a real one-valley layer at this density.

\subsection*{Higher subbands}

When $k_BT$ is not small against the subband spacing, electrons also scatter between subbands. The overlap becomes $\int\psi_i\psi_je^{iq_zz}dz$, and the same integration over $q_z$ gives $H_{ij}=\int\psi_i^2\psi_j^2\,dz$. An electron of total energy $E$ in subband $i$ can reach every subband with $E_j<E$:
\begin{equation}
\frac1{\tau_i(E)}=\frac{mD^2k_BT}{\hbar^3\rho v^2}\sum_{E_j<E}H_{ij}.
\end{equation}
For a nondegenerate gas in the triangular well, $\tau$ in (\ref{mob}) is replaced by
\begin{equation}
\langle\tau\rangle=
\frac{\sum_i\int_{E_i}^\infty(E-E_i)\,\tau_i(E)\,e^{-E/k_BT}dE}
{(k_BT)^2\sum_ie^{-E_i/k_BT}} ,
\end{equation}
where the weight $E-E_i$ comes from the squared in-plane velocity.

With scattering still treated as elastic, at $50$ MV/m and $100$ K this changes the mobility by $0.02\%$, and the local exponent is $-0.332$. At $300$ K the spacing is $3.2\,k_BT$. The mobility is then $5\%$ below the one-subband value, and the exponent has weakened to $-0.235$. The slope is thus more sensitive than the magnitude. These $300$ K figures describe acoustic phonons alone, not the total mobility of a device.

In a weak field many subbands are occupied and the motion along $z$ is nearly classical. The sum $\sum_{E_j<E}\psi_j^2(z)$ counts momentum states at $z$, giving $\sqrt{2m_z(E-eFz)}/(\pi\hbar)$. An electron with energy $\epsilon$ in its $z$ motion spends a fraction of time inversely proportional to its speed at each place; in terms of $y=eFz$ this fraction is $dy/[2\sqrt{\epsilon(\epsilon-y)}]$. Averaging the first expression with the second leaves no $F$ in the rate. The density of subbands in energy varies as $1/F$, but it multiplies numerator and denominator of $\langle\tau\rangle$ alike. The mobility therefore becomes independent of field although the layer keeps widening: the electron has more subbands to scatter into, which offsets the smaller overlap with each. At $5$ MV/m and $300$ K the computed exponent is already $-0.04$.

For unscreened coupling, a well of fixed shape and a nondegenerate gas, the law (\ref{result}) thus needs two things at once: a subband spacing well above $k_BT$, so that one subband is occupied, and phonon energies, of order $\hbar v/\ell$, well below $k_BT$. A stronger field helps the first condition and hurts the second. In a degenerate gas the Fermi level must also lie several $k_BT$ below the second subband, and $2\hbar vk_F$ must be well below $k_BT$. In the nondegenerate example at $100$ K the first is well met at $50$ and $100$ MV/m and nearly met at $20$ MV/m, where the spacing is $5.2\,k_BT$ and the higher subbands lower the elastic mobility by $1\%$. They alone move the mean exponent between $20$ and $100$ MV/m only to $-0.327$, so the phonon energies are the main cause of the weaker exponent.

\section*{Computed values}
\begin{verbatim}
normal mass: 0.90 electron masses
in-plane mass: 0.20 electron masses
deformation potential: 10.0 eV
crystal density: 2300 kg/m^3
sound speed: 9000 m/s
relative permittivity: 12.0
temperature: 100 K; field: 50 MV/m
first Airy zero magnitude a1: 2.33811
second Airy zero magnitude a2: 4.08795
thickness constant c = W/l: 2.3956
mean distance / l: 1.5587
Airy length l: 0.9460 nm
energy-balance estimate of width: 1.192 nm
effective thickness W: 2.266 nm
mean distance from wall: 1.475 nm
subband spacing: 82.77 meV
thermal energy at 100 K: 8.617 meV
spacing / thermal energy at 100 K: 9.61
spacing / thermal energy at 300 K: 3.20
scattering rate: 1.3040e+12 1/s
scattering time: 0.7669 ps
level broadening hbar/tau: 0.858 meV
mobility: 0.6744 m^2/(V s) = 6744 cm^2/(V s)
F=20 MV/m: W grid 3.076 nm, W Airy 3.076 nm, mu 0.9153 m^2/(V s)
F=50 MV/m: W grid 2.266 nm, W Airy 2.266 nm, mu 0.6744 m^2/(V s)
F=100 MV/m: W grid 1.799 nm, W Airy 1.799 nm, mu 0.5353 m^2/(V s)
mobility ratio, 20 to 100 MV/m: 1.7100
exponent from grid states: -0.33335
Parseval sum times c: 1.00000
slow-sound rate / formula: 0.99990
inelastic rate / formula at 100 K: 0.9168
inelastic rate / formula at 300 K: 0.9861
Hartree example Ndep = Ns: 2.211e+16 1/m^2
Hartree wall force / (e F_eff), 50 MV/m: 0.99981
Hartree W / triangular W, Ns/Ndep=1: 1.0533
Hartree W / triangular W, Ns/Ndep=10: 1.1726
Hartree exponent at fixed Ns/Ndep=1: -0.33335
Hartree exponent, fixed Ndep, 20 to 80 MV/m: -0.2560
many-subband / one-subband mobility, 100 K: 0.9998
many-subband / one-subband mobility, 300 K: 0.9469
many-subband exponent, 50 MV/m, 100 K: -0.3322
many-subband exponent, 50 MV/m, 300 K: -0.2347
many-subband exponent, 5 MV/m, 300 K: -0.0406
\end{verbatim}
